# Minimum position–momentum spread of a positive-energy Dirac electron

## Problem

A free electron is described by a normalized momentum-space bispinor \(\psi(\mathbf p)\) that contains positive energies only. The units are \(\hbar=m=c=1\), so momentum is measured in \(mc\) and length in \(\hbar/(mc)\). The position operator \(\mathbf r=i\nabla_p\) acts on all four components, which gives

\[
\langle r^2\rangle=\int|\nabla\psi|^2\,d^3p,\qquad \langle p^2\rangle=\int p^2|\psi|^2\,d^3p\equiv d^2 .
\]

The mean momentum is zero. The mean position may then be set to zero as well: the phase factor \(e^{i\mathbf p\cdot\mathbf r_0}\) shifts \(\langle\mathbf r\rangle\) by \(-\mathbf r_0\) and alters neither the energy sign nor \(|\psi|^2\). Thus \(\Delta r=\sqrt{\langle r^2\rangle}\) and \(\Delta p=d\).

Find the least value \(\gamma(d)\) of \(\Delta r\,\Delta p\) at given \(d\). How does it depend on \(d\), and what are its limits for small and large \(d\)?

## A tempting solution

For any real \(\nu\),

\[
0\le\int|\nabla\psi+\nu\mathbf p\,\psi|^2d^3p
=\langle r^2\rangle+\nu\int\mathbf p\cdot\nabla|\psi|^2d^3p+\nu^2d^2
=\langle r^2\rangle-3\nu+\nu^2d^2 .
\]

The middle integral was done by parts with \(\nabla\cdot\mathbf p=3\). The choice \(\nu=3/(2d^2)\) gives \(\langle r^2\rangle\ge 9/(4d^2)\), or \(\Delta r\,\Delta p\ge3/2\). Equality requires \(\nabla\psi=-\nu\mathbf p\,\psi\), which is solved by \(\psi=v\,e^{-\nu p^2/2}\) with a constant bispinor \(v\). The minimum therefore seems to be \(3/2\) for every \(d\).

## The fault

The inequality is right, but the state that saturates it is not admissible. A positive-energy bispinor obeys

\[
(\boldsymbol\alpha\cdot\mathbf p+\beta)\psi=E\psi,\qquad E=\sqrt{1+p^2}.
\]

If a constant \(v\) obeyed this at both \(\mathbf p\) and \(-\mathbf p\), adding the two equations would give \(\beta v=Ev\). The eigenvalues of \(\beta\) are \(\pm1\), while \(E>1\) for \(p\ne0\), so no such \(v\) exists. For a Gaussian with \(d=1\) and \(v\) in the upper two components, the negative-energy share of the norm is 12.8%.

The number \(3/2\) is thus a lower bound that no admissible state reaches. The minimum has to be sought among positive-energy states.

## Correct solution

### Positive-energy states

Let \(f(\mathbf p)\) be a two-component amplitude, \(\mathbf n=\mathbf p/p\) and \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\). Every positive-energy state has the form

\[
\psi=\begin{pmatrix}a f\\ b\,\sigma_n f\end{pmatrix},\qquad
a^2=\tfrac12\Big(1+\frac1E\Big),\quad b^2=\tfrac12\Big(1-\frac1E\Big),
\]

with \(a,b\ge0\). From \(p^2=(E-1)(E+1)\) follow \(pb=(E-1)a\) and \(pa=(E+1)b\). The upper row of the Dirac equation then gives \(pb+a=Ea\) and the lower row \(pa-b=Eb\), as required. Since \(a^2+b^2=1\) and \(\sigma_n^2=1\), \(f\) has the same norm as \(\psi\).

The position spread contains derivatives of \(a\), \(b\) and \(\sigma_n\). To collect them, expand \(f\) in terms \(F(p)\,\mathcal Y_{jlm}(\mathbf n)\), where \(\mathcal Y_{jlm}\) is a spin-angle function of total angular momentum \(j\) and orbital momentum \(l\). The matrix \(\sigma_n\) commutes with the total angular momentum and has odd parity. It therefore keeps \(j\) and turns \(l\) into the other value allowed for that \(j\), namely \(l'=2j-l\). One term contributes

\[
\langle r^2\rangle=\int_0^\infty\! p^2dp\left[|(aF)'|^2+|(bF)'|^2+\frac{l(l+1)a^2+l'(l'+1)b^2}{p^2}|F|^2\right],
\]

and terms with different \(j\), \(l\) or \(m\) add without interference.

For the radial derivatives put \(a=\cos(\theta/2)\), \(b=\sin(\theta/2)\). Then \(\cos\theta=a^2-b^2=1/E\), so \(\tan\theta=p\) and \(\theta'=1/(1+p^2)=1/E^2\). Hence

\[
aa'+bb'=0,\qquad a'^2+b'^2=\tfrac14\theta'^2=\frac1{4E^4},
\]

\[
|(aF)'|^2+|(bF)'|^2=|F'|^2+\frac{|F|^2}{4E^4}.
\]

The last term is the cost of a ratio of lower to upper components that changes with momentum.

The centrifugal coefficient can also be written as an operator. It equals \(l(l+1)+b^2[l'(l'+1)-l(l+1)]\). The bracket is \(2(l+1)\) for \(j=l+\frac12\) and \(-2l\) for \(j=l-\frac12\). In these cases \(\boldsymbol\sigma\cdot\mathbf L\) is \(l\) and \(-(l+1)\), so the bracket is \(2(1+\boldsymbol\sigma\cdot\mathbf L)\) in both. Therefore \(\langle r^2\rangle=\langle f|R|f\rangle\) with

\[
R=-\nabla^2+\frac1{4E^4}+\frac{1-1/E}{p^2}\,(1+\boldsymbol\sigma\cdot\mathbf L).
\]

This operator was tested against finite differences of the full bispinor, with a largest deviation of \(1.5\times10^{-10}\) at the sampled points.

### The lowest channel

For \(j=\frac12\), \(l=0\), \(l'=1\), the centrifugal coefficient is \(2b^2\). For \(j=\frac12\), \(l=1\), \(l'=0\), it is \(2a^2>2b^2\). For \(j\ge\frac32\) both \(l\) and \(l'\) are at least 1, so it is at least \(2(a^2+b^2)=2>2b^2\). The first channel is the lowest at every \(p\). Its potential is

\[
W(p)=\frac1{4E^4}+\frac{2b^2}{p^2}=\frac1{4E^4}+\frac{1}{E(E+1)},
\]

because \(2b^2/p^2=(E-1)/[E(E-1)(E+1)]\).

Define \(w(x)=x^2W(x)\). With \(E=\sqrt{1+x^2}\),

\[
w=\frac1{4E^2}-\frac1{4E^4}+1-\frac1E,\qquad
\frac{dw}{dE}=-\frac1{2E^3}+\frac1{E^5}+\frac1{E^2}=\frac{2E^3-E^2+2}{2E^5}.
\]

For \(E\ge1\) one has \(2E^3>E^2\), so the derivative is positive. Thus \(w\) rises strictly from 0 at \(x=0\) towards 1 at \(x\to\infty\), and \(W(p)<1/p^2\).

### The minimum exists at each \(d\)

Let \(\varepsilon(\lambda)\), with \(\lambda>0\), be the lowest value of \(\langle r^2\rangle+\lambda\langle p^2\rangle\) over all admissible states. The term \(\lambda p^2\) confines the amplitude, so a ground state exists. It lies in the lowest channel and has a nondegenerate radial function \(F\), which can be taken positive. Hence \(\varepsilon'(\lambda)=\langle p^2\rangle_\lambda\), and this is continuous in \(\lambda\).

It covers all positive values:

- Since \(W\le W(0)=\frac34\), a Gaussian trial amplitude gives \(\lambda\langle p^2\rangle_\lambda\le\varepsilon\le3\sqrt\lambda+\frac34\). So \(\langle p^2\rangle_\lambda\to0\) for \(\lambda\to\infty\).
- Since \(W<1/p^2\), a Gaussian of width proportional to \(\lambda^{-1/4}\) shows that \(\varepsilon\to0\) for \(\lambda\to0\). But \(\varepsilon\ge\langle r^2\rangle\ge9/(4\langle p^2\rangle_\lambda)\), so \(\langle p^2\rangle_\lambda\to\infty\).

For given \(d\), choose \(\lambda\) with \(\langle p^2\rangle_\lambda=d^2\). Every admissible state with this \(d\), including a superposition of channels, obeys \(\langle r^2\rangle\ge\varepsilon(\lambda)-\lambda d^2\), and the ground state attains equality. Its density is isotropic, so \(\langle\mathbf p\rangle=0\). It has definite parity, so \(\langle\mathbf r\rangle=0\).

### Growth with momentum spread

Set \(\mathbf p=d\,\mathbf q\) and let \(\Phi(q)\) be the normalized radial amplitude in the scaled variable. Then \(\langle q^2\rangle=1\) and

\[
\gamma^2(d)=\min_\Phi\int\left[|\nabla_q\Phi|^2+\frac{w(dq)}{q^2}|\Phi|^2\right]d^3q .
\]

The momentum spread now enters through \(w\) alone. Take \(d_1<d_2\) and use the minimizer for \(d_2\) as a trial function at \(d_1\). Because \(w(d_1q)<w(d_2q)\) for \(q>0\), the integral becomes smaller, and the minimum at \(d_1\) is no larger than that. Hence \(\gamma(d_1)<\gamma(d_2)\).

### Both limits from one square

For constants \(s\ge0\) and \(\nu>0\),

\[
0\le\int_0^\infty q^2\left|\Phi'-\Big(\frac sq-\nu q\Big)\Phi\right|^2dq .
\]

The cross term is \(-(sq-\nu q^3)(|\Phi|^2)'\), which becomes \((s-3\nu q^2)|\Phi|^2\) after integration by parts. The squared bracket gives \((s^2-2s\nu q^2+\nu^2q^4)|\Phi|^2\). With the angular factor included and \(\langle q^2\rangle=1\),

\[
\int\left[|\nabla_q\Phi|^2+\frac{s(s+1)}{q^2}|\Phi|^2\right]d^3q\ \ge\ (2s+3)\nu-\nu^2 .
\]

The right side is largest at \(\nu=s+\frac32\), where it equals \((s+\frac32)^2\). Equality holds for \(\Phi\propto q^s e^{-\nu q^2/2}\).

**Small \(d\).** Here \(w\to0\), so \(s=0\) and the limit is \(\frac32\). The correction follows from \(W\). Both of its terms decrease with \(p\), so \(W\le\frac34\), and \(W\ge\frac34-Cp^2\) for some constant \(C\). Since \(\langle q^2\rangle=1\), these two bounds give

\[
\gamma^2=\frac94+\frac34d^2+O(d^4),\qquad \gamma\simeq\frac32+\frac{d^2}4 .
\]

At \(d=0.1\) this predicts 1.5025, and the numerical minimum is 1.50247.

**Large \(d\).** Here \(w\to1\), so \(s(s+1)=1\), \(s=(\sqrt5-1)/2\) and

\[
\gamma_\infty=s+\frac32=1+\frac{\sqrt5}2\approx2.118 .
\]

The irrational number has a simple origin. At high momentum \(a^2=b^2=\frac12\), so half of the norm has orbital momentum 0 and half has 1. The mean centrifugal coefficient is \(\frac12\cdot0+\frac12\cdot2=1\), which belongs to no integer \(s\).

Using the limiting function as a trial at finite \(d\) gives \(\gamma(d)<\gamma_\infty\), since \(w<1\). That the limit is reached for \(d\to\infty\) needs an argument, because \(w(dq)\) always vanishes at \(q=0\). The minimizers have bounded \(\int|\nabla\Phi|^2\) and \(\langle q^2\rangle=1\). A subsequence therefore converges in norm to a normalized \(\Phi_*\) with \(\langle q^2\rangle_*\le1\). Since \(w(dq)\to1\) at each \(q>0\), Fatou's lemma and the lower semicontinuity of the gradient term give

\[
\lim_{d\to\infty}\gamma^2(d)\ge\int\left[|\nabla\Phi_*|^2+\frac{|\Phi_*|^2}{q^2}\right]d^3q\ge\frac{\gamma_\infty^2}{\langle q^2\rangle_*}\ge\gamma_\infty^2 .
\]

The second inequality is the bound above, rescaled to the second moment of \(\Phi_*\). So the answer to the problem is

\[
\frac32<\gamma(d)<1+\frac{\sqrt5}2 ,
\]

with \(\gamma\) strictly increasing between these two limits.

The approach to the upper limit follows from first-order perturbation theory with \(1-w(x)\simeq1/x\). The change of the minimum is the mean of the perturbation in the limiting state, which is stationary under the constraint:

\[
\gamma^2\simeq\gamma_\infty^2-\frac{\langle q^{-3}\rangle}{d},\qquad
\langle q^{-3}\rangle=\frac{\int_0^\infty q^{2s-1}e^{-\gamma_\infty q^2}dq}{\int_0^\infty q^{2s+2}e^{-\gamma_\infty q^2}dq}
=\gamma_\infty^{3/2}\frac{\Gamma(s)}{\Gamma(s+\frac32)} .
\]

Dividing the change of \(\gamma^2\) by \(2\gamma_\infty\) gives

\[
\gamma\simeq\gamma_\infty-\frac Kd,\qquad
K=\frac{\sqrt{\gamma_\infty}\,\Gamma(s)}{2\,\Gamma(s+\frac32)}\approx0.999 .
\]

The computed \(d(\gamma_\infty-\gamma)\) is 1.014 at \(d=100\) and 1.001 at \(d=1000\), approaching \(K\).

## An electron with \(\Delta p=mc\)

For \(d=1\) the numerical minimization gives the three parts of \(\gamma^2\): gradient, component ratio and centrifugal term. Their sum is

\[
\gamma^2=2.25029+0.08982+0.32018=2.66029,\qquad \gamma=1.63104 .
\]

The gradient part is close to its nonrelativistic minimum \(9/4\). Of the excess \(2.66029-2.25=0.41029\), the centrifugal term supplies 78%. At this momentum spread the bound rises mainly because the lower components carry orbital momentum 1.

With \(\hbar/(mc)=0.386159\) pm the smallest position spread is

\[
\Delta r=1.63104\times0.386159\ \text{pm}=0.6298\ \text{pm}=0.01190\ \text{bohr}.
\]

A Gaussian \(f\) with constant spin gives the product 1.63113, above the minimum by a relative \(6\times10^{-5}\). The optimal amplitude is therefore hard to tell from a Gaussian by its product at \(d=1\), although the positive-energy bispinor built from it is not a constant one.

The multiplier offers a check. Let \(P=d^2\) and let \(\mathcal R(P)\) be the least \(\langle r^2\rangle\), so that \(d\mathcal R/dP=-\lambda\). Differentiating \(\gamma^2=P\mathcal R\) and multiplying by \(P\) gives

\[
\lambda d^4=\gamma^2-d^2\frac{d\gamma^2}{d(d^2)} .
\]

At \(d=1\) the left side is 2.40367 and the right side, from finite differences, is 2.40366. In a separate test \(\langle r^2\rangle+\lambda\langle p^2\rangle\) was minimized in a three-dimensional bispinor basis without separation into channels. It gave the same ground level, 5.06395, twofold degenerate as expected for \(j=\frac12\).

The bound does not forbid a position spread below \(\hbar/(mc)\). At \(d=10\) the least \(\Delta r\) is 0.202 in that unit. Restriction to positive energies raises the product by at most the factor \(\gamma_\infty/(3/2)\approx1.41\).

## Where the rising bound fails

The condition \(\langle\mathbf p\rangle=0\) is essential. Suppose that the deviation \(D\) of the momentum from its mean is fixed instead, while the mean \(P_0\) is free. Take \(f=F\chi\) with a constant spinor \(\chi\) and a real Gaussian \(F\) centred at \(\mathbf P_0\). Write \(\psi=F\,u\) with \(u^\dagger u=1\). The cross term in \(|\nabla\psi|^2\) is \(F\,\nabla F\cdot\nabla(u^\dagger u)=0\). The remaining term is

\[
\sum_i|\partial_iu|^2=a'^2+b'^2+b^2\sum_{ij}(\partial_in_j)^2=\frac1{4E^4}+\frac{2b^2}{p^2}=W .
\]

With \(\int|\nabla F|^2d^3p=9/(4D^2)\) this yields

\[
D^2\langle r^2\rangle=\frac94+D^2\langle W\rangle .
\]

For \(P_0\to\infty\) the packet sits where \(W<1/p^2\) is small, and the product tends to \(3/2\) at any fixed \(D\). For \(D=3\) it is 1.8461 at \(P_0=0\), 1.5032 at \(P_0=30\) and 1.50003 at \(P_0=300\). These values use \(\langle r^2\rangle\), which is at least the variance, so the product of deviations is no larger. A fast packet that is narrow compared with its mean momentum samples a nearly constant bispinor, and the tempting solution is then almost right.

The result also depends on the choice of position operator. The Newton–Wigner position acts as \(i\nabla_p\) on \(f\) alone. Its spread is \(\int|\nabla f|^2d^3p\), a Gaussian \(f\) is admissible, and the minimum product is \(3/2\) at every \(d\).

The numerical output below lists the minimum for momentum spreads from \(0.01\,mc\) to \(1000\,mc\).

## Computed results

```
lower limit 3/2 = 1.500000 hbar; upper limit = 2.118034 hbar
d = rms p (mc) | gamma (hbar) | nu | least rms r (hbar/mc)
     0.01 | 1.500025 | 1.50000 | 150.002
     0.10 | 1.502469 | 1.50003 | 15.0247
     0.30 | 1.520347 | 1.50173 | 5.06782
     1.00 | 1.631038 | 1.55038 | 1.63104
     3.00 | 1.839471 | 1.74044 | 0.613157
    10.00 | 2.016732 | 1.96814 | 0.201673
   100.00 | 2.107892 | 2.10276 | 0.0210789
  1000.00 | 2.117033 | 2.11653 | 0.00211703
small d: (gamma^2 - 9/4)/d^2 at d=0.01 = 0.74991
large d: exponent s = 0.618034, coefficient K = 0.99884
  d*(limit - gamma) at d=100: 1.01422
  d*(limit - gamma) at d=1000: 1.00122
Worked case d = 1 (rms momentum mc), dimensionless parts of gamma^2:
  gradient of F              = 2.250294
  component-ratio term       = 0.089817
  centrifugal term           = 0.320175
  gamma^2                    = 2.660286
  nu^2 from minimization     = 2.40367
  nu^2 from slope of gamma^2 = 2.40366
  ground level, radial       = 5.063952
  ground level, 3D basis     = 5.063952 (twofold)
  next level, 3D basis       = 7.5477
  Gaussian f: product        = 1.631130 hbar
  constant bispinor: negative-energy share = 0.12808
  rms momentum               = 137.036 a.u.
  hbar/(mc)                  = 0.386159 pm
  least rms r                = 0.011902 bohr
  least rms r                = 0.62984 pm
Moving Gaussian, momentum deviation 3 mc, 3*sqrt(<r^2>) in hbar:
  mean momentum     0 mc: 1.846051
  mean momentum    30 mc: 1.503230
  mean momentum   300 mc: 1.500033
largest error of reduced operator = 1.5e-10 (hbar/mc)^2
```
